\section*{Linear-Response Hubbard U from Inverse Occupation Responses}

\section{The form fixed by dimension and additivity}

An on-site interaction strength $U$ is a second derivative of energy with respect to occupation. With occupations counted as pure numbers, it has the dimension of energy. An occupation response $dn/d\alpha$ to a level shift $\alpha$ has the dimension of inverse energy. If $U$ is to be built from two responses alone, $\chi^0$ without and $\chi$ with the interaction, it must scale as an inverse response:
\begin{equation}
u(\lambda x,\lambda y)=\lambda^{-1}u(x,y),\qquad x=\chi^0,\; y=\chi .
\label{eq:scale}
\end{equation}

A second requirement is additivity. Consider one site whose interaction is switched on in two portions while the reference state is held fixed. The strengths of the portions must add, so $u(x,y)=u(x,z)+u(z,y)$, where $z$ is the intermediate response. Choosing a fixed first argument $x_0$ and defining $f(y)=u(x_0,y)$ gives $u(x,y)=f(y)-f(x)$. Differentiating \eqref{eq:scale} with respect to $y$ then gives $\lambda f'(\lambda y)=\lambda^{-1}f'(y)$. Hence $f'(y)=C/y^2$, and integration yields
\begin{equation}
u=C\left(\frac1{\chi^0}-\frac1{\chi}\right).
\label{eq:form}
\end{equation}

The constant follows from the simplest case. Let the interaction add a potential $k\,\delta n$ when the occupation changes by $\delta n$. Then $\delta n=\chi^0(\alpha+k\,\delta n)$. Dividing by $\chi^0\delta n$ and using $\alpha/\delta n=1/\chi$ gives $k=1/\chi^0-1/\chi$, so $C=1$. For several sites the inverses become matrix inverses. What $U$ then contains, and what the subtraction removes, has to be derived.

\section{Two responses of one reference state}

Take orthonormal site orbitals, real wavefunctions, zero temperature, a fixed even number of electrons and doubly occupied levels. The density matrix $D$ contains both spins, and $n_i=D_{ii}$. The energy is
\begin{equation}
E[D]=\mathrm{Tr}(hD)+E_{\rm Hxc}[n],\qquad
K_{ij}=\frac{\partial^2E_{\rm Hxc}}{\partial n_i\partial n_j},
\label{eq:energy}
\end{equation}
where $h$ contains hopping and bare levels. We assume that its minimum is the ground state of the self-consistent Hamiltonian $\bar h=h+\mathrm{diag}(\partial E_{\rm Hxc}/\partial n_i)$. We also assume that this state has a gap and that the minimum is stable. A perturbation adds $\sum_i\alpha_in_i$ to the energy, so a positive $\alpha_i$ raises a level and empties it.

The response $\chi^0$ is found with the potential in $\bar h$ frozen. Let $\psi_o$ and $\psi_e$ be occupied and empty eigenvectors of $\bar h$, with energies $\varepsilon_o<\varepsilon_e$. Under a potential change $\delta v_j$, first-order perturbation theory gives
\begin{equation}
\delta\psi_{oi}=\sum_e\psi_{ei}\,
\frac{\sum_j\psi_{ej}\,\delta v_j\,\psi_{oj}}{\varepsilon_o-\varepsilon_e}.
\end{equation}
Mixing among occupied levels is omitted because it leaves $D$ unchanged. Since $n_i=2\sum_o\psi_{oi}^2$, we have $\delta n_i=4\sum_o\psi_{oi}\delta\psi_{oi}$, with one factor 2 from spin and one from the square. Therefore
\begin{equation}
\chi^0_{ij}=4\sum_{o,e}\frac{\psi_{oi}\psi_{ei}\psi_{oj}\psi_{ej}}{\varepsilon_o-\varepsilon_e}.
\label{eq:sos}
\end{equation}

This matrix is symmetric, and $x^T\chi^0x\le0$ because each numerator becomes a square and each denominator is negative. The value zero requires that $\mathrm{diag}(x)$ does not couple occupied to empty levels. It then commutes with $D$, so $(x_i-x_j)D_{ij}=0$. If the nonzero elements of $D$ connect all sites, $x$ must be uniform. We assume this connectivity. A uniform shift changes no occupation at fixed electron number, so the uniform vector is the one null vector of $\chi^0$.

When the potential is allowed to relax, the density responds to the applied shift plus the induced potential:
\begin{equation}
\delta n=\chi^0(\alpha+K\delta n),\qquad \chi=\chi^0+\chi^0K\chi .
\label{eq:dyson}
\end{equation}
Here ``interacting'' means self-consistent within the chosen $E_{\rm Hxc}$. It does not mean the response of the correlated many-electron state.

\section{The subtraction as a difference of energy curvatures}

Let $S$ be a proper subset of sites, for example the metal orbitals. Define $E(n_S)$ as the minimum of $E[D]$ at prescribed occupations $n_S$. The constraint is imposed by shifts $\alpha$ on $S$, which act as Lagrange multipliers: the constrained state makes $E[D]+\alpha\cdot n_S$ stationary. For a small change along the family of constrained states this gives $dE+\alpha\cdot dn_S=0$, so
\begin{equation}
\frac{\partial E}{\partial n_S}=-\alpha,\qquad
\frac{\partial^2E}{\partial n_S\partial n_S}
=-\frac{\partial\alpha}{\partial n_S}=-(\chi_{SS})^{-1}.
\label{eq:curv}
\end{equation}
The last step uses $\delta n_S=\chi_{SS}\alpha$ for shifts applied on $S$. The block is invertible: a nonzero vector supported on $S$ is not uniform over all sites, and $\chi$ is negative on every nonuniform vector in a stable state, as shown in Section 5.

The argument applies unchanged to the frozen energy $E_0[D]=\mathrm{Tr}(\bar hD)$, whose response is $\chi^0$. Thus $E_0''=-(\chi^0_{SS})^{-1}$, and
\begin{equation}
U\equiv E''-E_0''=(\chi^0_{SS})^{-1}-(\chi_{SS})^{-1}.
\label{eq:U}
\end{equation}
Both energies are stationary at the same reference density matrix, so the comparison is made at one state.

The curvature $E_0''$ is the rehybridization cost. To change $n_S$, occupied orbitals must mix with empty ones, and electrons in a fixed potential pay for this too. Equation \eqref{eq:U} removes that direct cost. It does not remove every effect of hopping, because hopping also decides where the displaced charge goes. The occupations enter \eqref{eq:curv} as linear functions of $D$, so this part of the argument also holds for other linear projections onto localized orbitals, provided that their response matrices are invertible. The value of $U$ then belongs to the chosen projection.

\section{Two sites: the kinetic curvature in closed form}

Consider a metal orbital $d$, a ligand orbital $p$, hopping $-t$ and two electrons. Write the occupied orbital as $(\cos\theta,\sin\theta)$ and set $n=n_d=2\cos^2\theta$. The hopping energy is $2\times2(-t)\cos\theta\sin\theta$. With $\cos\theta=\sqrt{n/2}$ and $\sin\theta=\sqrt{(2-n)/2}$,
\begin{equation}
T(n)=-2t\sqrt q,\qquad q=n(2-n).
\end{equation}
Now $q'=2(1-n)$ and $q''=-2$, so
\begin{equation}
(\sqrt q)''=\frac{q''}{2\sqrt q}-\frac{(q')^2}{4q^{3/2}}
=-\frac{q+(1-n)^2}{q^{3/2}}=-\frac1{q^{3/2}},
\end{equation}
because $q+(1-n)^2=1$. The frozen level energies are linear in $n$ and have no curvature. Hence
\begin{equation}
-\frac1{\chi^0_{dd}}=T''(n)=\frac{2t}{[n(2-n)]^{3/2}} .
\label{eq:Tpp}
\end{equation}

The interaction energy is evaluated along $n_p=2-n$, so one derivative with respect to $n$ acts as $\partial_d-\partial_p$. Applying it twice gives
\begin{equation}
U=K_{dd}-2K_{dp}+K_{pp}.
\label{eq:dimer}
\end{equation}
The interaction measured is that of an electron on the metal together with the hole it leaves on the ligand.

Take $V_d=6$, $V_p=5$ and $V_{dp}=2$ eV as constant kernel elements, with levels $0$ and $-3$ eV. The interaction energy is $\tfrac12(n-n^{\rm ref})^TV(n-n^{\rm ref})$, with $n^{\rm ref}=0$ on the metal and 2 on the ligand. Equation \eqref{eq:dimer} gives $6-4+5=7$ eV. At $t=1$ eV the self-consistent occupation is $0.1149$, so $q=0.2166$ and $T''=2/0.1008=19.8$ eV. The responses give $26.847-19.847=7.000$ eV. At $t=1.5$ eV, where $n_d=0.1817$, they give $22.803-15.803=7.000$ eV.

The kinetic curvature falls although the hopping rises. In \eqref{eq:Tpp} the numerator grows by a factor 1.5, while the larger occupation makes $q^{3/2}$ grow by about 1.9. The subtraction removes this state-dependent term and leaves the same 7 eV.

\section{All sites: what fixed electron number hides}

If $S$ contained every site, the inverses in \eqref{eq:U} would not exist, because the uniform vector is a null vector of both responses. Let $\Pi$ project onto vectors whose components sum to zero, and let a superscript $+$ denote the inverse within that space. Multiply \eqref{eq:dyson} by $\chi^{0+}$ from the left and $\chi^+$ from the right. Using $\chi\chi^+=\chi^{0+}\chi^0=\Pi$,
\begin{equation}
\chi^{0+}=\chi^++\Pi K\Pi
\quad\Longrightarrow\quad
\chi^{0+}-\chi^+=\Pi K\Pi .
\label{eq:full}
\end{equation}
Adding $a_i+a_j$ to $K_{ij}$ leaves the right side unchanged, since $\Pi$ removes the uniform vector. At fixed electron number, occupation responses cannot determine that part of the kernel.

Rearranged, \eqref{eq:full} reads $-\chi^+=-\chi^{0+}+\Pi K\Pi$. The right side is the frozen curvature plus the interaction curvature for all allowed density changes. Stability means that it is positive definite on the zero-sum space. Then $\chi$ is negative definite there, which is the property used below \eqref{eq:curv}.

\section{A subset of sites: compensating charge and screening}

Let $R$ be the sites outside $S$. Shifts are applied on $S$ alone. The total potential change is $\delta v_S$ on $S$ and $w$ on $R$:
\begin{align}
\delta v_S&=\alpha+K_{SS}\delta n_S+K_{SR}\delta n_R, &
w&=K_{RS}\delta n_S+K_{RR}\delta n_R, \label{eq:pots}\\
\delta n_S&=\chi^0_{SS}\delta v_S+\chi^0_{SR}w, &
\delta n_R&=\chi^0_{RS}\delta v_S+\chi^0_{RR}w. \label{eq:dens}
\end{align}
Define
\begin{equation}
A=\chi^0_{RS}(\chi^0_{SS})^{-1},\qquad
\tilde\chi=\chi^0_{RR}-A\chi^0_{SR},\qquad
B=K_{RS}+K_{RR}A .
\label{eq:defs}
\end{equation}
The first relation in \eqref{eq:dens} gives $\delta v_S=(\chi^0_{SS})^{-1}\delta n_S-A^Tw$. Putting this into the second gives
\begin{equation}
\delta n_R=A\,\delta n_S+\tilde\chi\,w .
\label{eq:nR}
\end{equation}
Thus $A$ is the charge that appears on $R$ when $n_S$ is changed in the frozen potential, and $\tilde\chi$ is the response of $R$ at fixed $n_S$. Each column of $\chi^0$ sums to zero, so each column of $A$ sums to $-1$: one electron added to a site of $S$ is taken from $R$.

Insert \eqref{eq:nR} into $w$ to obtain $w=B\delta n_S+K_{RR}\tilde\chi w$, or
\begin{equation}
w=MB\,\delta n_S,\qquad M=(1-K_{RR}\tilde\chi)^{-1}.
\end{equation}
Solving \eqref{eq:pots} for $\alpha$ and substituting $\delta v_S$ and $\delta n_R$,
\begin{equation}
\alpha=\left[(\chi^0_{SS})^{-1}-K_{SS}-K_{SR}A-(A^T+K_{SR}\tilde\chi)MB\right]\delta n_S .
\end{equation}
The bracket is $(\chi_{SS})^{-1}$. To separate its last term, use $M=1+K_{RR}\tilde\chi M$ in the piece containing $A^T$:
\begin{equation}
(A^T+K_{SR}\tilde\chi)MB=A^TB+(A^TK_{RR}+K_{SR})\tilde\chi MB
=A^TB+B^T\tilde\chi MB .
\end{equation}
With $A^TB=A^TK_{RS}+A^TK_{RR}A$, the result is
\begin{equation}
U=\underbrace{K_{SS}+K_{SR}A+A^TK_{RS}+A^TK_{RR}A}_{\text{kernel part}}
+\underbrace{B^T\tilde\chi MB}_{\text{screening part}} .
\label{eq:main}
\end{equation}
The kernel part is the interaction of the added charge together with its compensating charge. The screening part comes from further rearrangement on $R$.

The screening part cannot be positive in a stable state. As a Schur complement of the negative semidefinite $\chi^0$, $\tilde\chi$ is itself negative semidefinite. Write $-\tilde\chi=s^2$ with $s$ symmetric. Then
\begin{equation}
\tilde\chi M=-s^2(1+K_{RR}s^2)^{-1}=-s(1+sK_{RR}s)^{-1}s,
\end{equation}
as multiplication from the right by $1+K_{RR}s^2$ confirms. A change $\delta n_R=sy$ at fixed $n_S$ costs $\tfrac12y^T(1+sK_{RR}s)y$, with $y$ in the range of $s$. Stability makes this positive, so $B^T\tilde\chi MB$ is negative semidefinite.

Two limits show when hopping drops out and when it does not. If the kernel acts only inside $S$, then $K_{SR}=K_{RR}=0$, $B=0$ and $U=K_{SS}$ for any hopping that preserves the assumptions. In this case the subtraction returns the bare interaction.

In the second limit all repulsion is on-site and non-negative, but $S$ is one metal site while other interacting sites belong to $R$. Then $K_{SR}=0$, $B=K_{RR}A$, and \eqref{eq:main} becomes
\begin{equation}
U=K_{dd}+A^T(1+K_{RR}\tilde\chi M)K_{RR}A=K_{dd}+A^TMK_{RR}A .
\label{eq:scalar}
\end{equation}
With $K_{RR}=k^2$ one has $MK_{RR}=k(1-k\tilde\chi k)^{-1}k$, which is non-negative. Scalar inversion therefore gives a value not below the on-site repulsion, whereas matrix inversion over all interacting sites returns it, provided at least one site without interaction is left outside $S$.

\section{A ring with unequal bonds}

A ring of four metal and four ligand orbitals with eight electrons gives a minimal picture of bond disorder. Its hoppings, in order from metal 1, are $1.2,1.0,1.3,0.9,1.1,1.4,1.0,1.2$ eV, entering $h$ with a minus sign. Levels and on-site repulsions are those of the two-site case. The intersite repulsion is $V_{ij}=2/r$ eV at ring distance $r$. The interaction energy is
\begin{equation}
E_{\rm Hxc}=\tfrac12(n-n^{\rm ref})^TV(n-n^{\rm ref})-\tfrac34c\sum_in_i^{4/3},
\qquad c=1\ \mathrm{eV},
\label{eq:model}
\end{equation}
with $n^{\rm ref}=0$ on metals and 2 on ligands. The last term imitates local exchange. Two derivatives give $K_{ii}=V_{ii}-(c/3)n_i^{-2/3}$. For metal 1, with $n=0.1815$, this is $6-1.04=4.96$ eV.

The responses were obtained by finite differences and tested against \eqref{eq:sos}, \eqref{eq:full} and \eqref{eq:main}. For metal 1 treated alone,
\begin{equation}
U
=\frac1{\chi^0_{11}}-\frac1{\chi_{11}}
=-17.532+21.303=3.771\ \mathrm{eV}.
\end{equation}
About 82\% of the total curvature is rehybridization cost. A separate minimization over orbitals at fixed $n_1$ gives curvatures of 21.306 and 17.536 eV, and a difference of 3.771 eV before rounding. The minimization itself uses no response, so its agreement with $-1/\chi_{11}$ and $-1/\chi^0_{11}$ is an independent test of \eqref{eq:curv}.

The large cancellation comes from the nearly empty orbital of this model, and it sets the accuracy needed. From \eqref{eq:U}, an error $\delta\chi$ in the interacting response changes the scalar $U$ by $\delta\chi/\chi^2$. An error of 1\% in $\chi_{11}$, with $\chi^0_{11}$ exact, is thus about 0.21 eV in $U$, or 6\% of it. In the two-site case, where $U$ is constant, \eqref{eq:Tpp} shows that the problem worsens as the metal orbital becomes nearly empty or nearly full, because the kinetic curvature then diverges at fixed $t$. At $n=1$ and $t=1$ eV it is only 2 eV out of a total of 9 eV, so a partly filled orbital need not show a large cancellation.

Matrix inversion over the four metals gives diagonal values of 3.77, 3.85, 3.56 and 3.88 eV. The metals have identical parameters, so the spread of 0.32 eV is caused by the bonds. The bonds act both through $A$ and $\tilde\chi$ and through the occupations in the exchange term: the bare kernel itself ranges from 4.72 to 4.96 eV. For metal 1 the bare kernel of 4.960 eV becomes a kernel part of 3.784 eV, and screening adds $-0.010$ eV. In this model most of the reduction is therefore due to compensating charge. The size of the reduction refers to the kernel as written, since adding $a_i+a_j$ to $K_{ij}$ changes the bare value but neither part of \eqref{eq:main}. The small screening part belongs to one orbital per site and a gap of 4.5 eV; it should not be carried over to real solids, where further orbitals take part in the screening.

An estimate makes this plain. Metal 1 has two equal bonds, so suppose that half an electron leaves each neighbouring ligand. With $n\simeq1.846$, the ligand kernel is $5-0.22=4.78$ eV, and the two ligands repel with 1 eV. Then
\begin{equation}
4.96-2\left(\tfrac12\cdot2+\tfrac12\cdot2\right)
+\tfrac14(4.78+4.78+2\cdot1)\simeq3.85\ \mathrm{eV}.
\end{equation}
The 0.07 eV left over measures the departure of the actual $A$ from this simple pattern.

The largest off-diagonal element, 0.289 eV, joins metals 3 and 4.

\section{Changing the hopping and the reference}

To separate the roles of hopping, set $c=0$ and keep repulsion on the metals alone. Multiplying all hoppings by 1.5 changes $-1/\chi_{11}$ from 21.04 to 20.23 eV and $-1/\chi^0_{11}$ from 15.03 to 14.22 eV. The matrix $U$ stays at 6.000 eV. Scalar inversion gives 6.006 and 6.010 eV, slightly above the on-site value, as \eqref{eq:scalar} requires.

With ligand and intersite repulsion restored, still at $c=0$, the same change of hopping moves the matrix element $U_{11}$ from 4.898 to 4.868 eV. The kernel is constant here, so the change of 0.030 eV must enter through $A$ and $\tilde\chi$ in \eqref{eq:main}. Direct rehybridization has been subtracted, but its influence on the surrounding charge remains.

The frozen response must belong to the self-consistent state. Suppose it is replaced by $\chi^{\rm b}$, calculated from $h$ without any interaction potential. The result then changes by
\begin{equation}
U_{\rm b}-U=(\chi^{\rm b}_{SS})^{-1}-(\chi^0_{SS})^{-1},
\end{equation}
which is a difference between two rehybridization costs and does not contain $K$ explicitly; it depends on the interaction through the level shifts in $\bar h$. In the metal-only model this gives 12.17 eV instead of 6.00 eV at the original hopping. The subtraction works because both responses start from the same self-consistent Hamiltonian $\bar h$, and therefore from the same density matrix and the same level spacings.

The derivation also needs a smooth response. If the gap closes, levels can change their filling and \eqref{eq:sos} no longer applies as written. At the onset of a continuous charge instability an eigenvalue of $\chi$ diverges. $U$ itself can stay finite there, as \eqref{eq:dimer} shows, but beyond the onset the constrained minimum need not be unique. Within these conditions $U$ describes the chosen functional and the chosen $S$; an error in $E_{\rm Hxc}$ passes into it through $K$ and through the reference state. The numerical output lists the metal blocks of the response matrices and the remaining site values.

\section*{Computed values}
\begin{verbatim}
Ring hoppings t (eV): 1.2 1.0 1.3 0.9 1.1 1.4 1.0 1.2
Levels metal, ligand (eV): 0.0 -3.0
On-site V metal, ligand (eV): 6.0 5.0
Intersite V at ring distance 1 (eV), falls as 1/r: 2.0
Exchange-like coefficient c (eV): 1.0
Metal occupations (electrons): 0.1815 0.1714 0.1327 0.1773
Ligand occupations (electrons): 1.8460 1.8368 1.8078 1.8466
Gap of reference state (eV): 4.466
chi0 metal row 1 (1/eV): -0.05704 0.00142 0.00018 0.00139
chi0 metal row 2 (1/eV): 0.00142 -0.05464 0.00172 0.00016
chi0 metal row 3 (1/eV): 0.00018 0.00172 -0.04494 0.00249
chi0 metal row 4 (1/eV): 0.00139 0.00016 0.00249 -0.05482
chi metal row 1 (1/eV): -0.04694 0.00114 0.00010 0.00112
chi metal row 2 (1/eV): 0.00114 -0.04517 0.00149 0.00010
chi metal row 3 (1/eV): 0.00010 0.00149 -0.03878 0.00228
chi metal row 4 (1/eV): 0.00112 0.00010 0.00228 -0.04526
U matrix row 1 (eV): 3.774 0.083 -0.005 0.080
U matrix row 2 (eV): 0.083 3.845 0.153 0.009
U matrix row 3 (eV): -0.005 0.153 3.561 0.289
U matrix row 4 (eV): 0.080 0.009 0.289 3.877
Bare kernel K on metal sites (eV): 4.960 4.920 4.719 4.944
Kernel part of U, diagonal (eV): 3.784 3.870 3.575 3.903
Screening part of U, diagonal (eV): -0.010 -0.025 -0.014 -0.026
Largest deviation, all-site relation (eV): 2.4e-06
Largest deviation, reduced formula (eV): 2.3e-06
Metal 1 alone: -1/chi (eV): 21.303
Metal 1 alone: -1/chi0 (eV): 17.532
Metal 1 alone: scalar U (eV): 3.771
Metal 1 alone: kernel part (eV): 3.782
Metal 1 alone: screening part (eV): -0.011
Constrained total-energy curvature (eV): 21.306
Constrained frozen-band curvature (eV): 17.536
Difference of the two curvatures (eV): 3.771
Metal-only repulsion, hopping x1.0: -1/chi, -1/chi0 (eV): 21.038 15.033
  matrix U, scalar U, U with non-SCF chi0 (eV): 6.000 6.006 12.172
Metal-only repulsion, hopping x1.5: -1/chi, -1/chi0 (eV): 20.229 14.219
  matrix U, scalar U, U with non-SCF chi0 (eV): 6.000 6.010 11.613
Extended repulsion, c=0, hopping x1.0: U metal 1 (eV): 4.898
Extended repulsion, c=0, hopping x1.5: U metal 1 (eV): 4.868
Two sites, t=1.0 eV: n_d (electrons): 0.1149
  kinetic curvature, -1/chi, U (eV): 19.847 26.847 7.000
Two sites, t=1.5 eV: n_d (electrons): 0.1817
  kinetic curvature, -1/chi, U (eV): 15.803 22.803 7.000
\end{verbatim}
